# Two-term Boltzmann solver on a phonon-commensurate energy grid

## Definitions and conventions

Electrons of charge magnitude $e$ move in a uniform field that exerts a constant force $eF$, and $\theta$ is the angle between $\mathbf k$ and this force. Algebra is in Gaussian units. Numbers use eV, cm and s, so a field in V/cm gives $eF$ in eV/cm. Each valley is isotropic with Kane nonparabolicity $\alpha$:

$$\gamma(E)=E(1+\alpha E)=\frac{\hbar^2k^2}{2m},\qquad v=\frac1\hbar\frac{dE}{dk}=\frac{\hbar k}{m(1+2\alpha E)},\qquad g=\frac{k^2}{2\pi^2\hbar v}.$$

Here $g$ is the density of states per volume, valley and spin. The gas is homogeneous and nondegenerate. The distribution is truncated to two terms, $f=f_0(E)+f_1(E)\cos\theta$. The lattice has temperature $T$, and one optical branch has energy $\hbar\omega$ and occupation $n_0=1/(e^{\hbar\omega/kT}-1)$; in $kT$, $k$ is Boltzmann's constant.

All scattering is isotropic. With mass density $\rho$, sound speed $u$, acoustic potential $\Xi$ and optical coupling $D$, the golden rule gives

$$\frac1\tau=c_{a}g(E)+c_{o}\left[n_0g(E+\hbar\omega)+(n_0+1)g(E-\hbar\omega)\right],$$
$$c_a=\frac{2\pi\Xi^2kT}{\hbar\rho u^2},\qquad c_o=\frac{\pi D^2}{\rho\omega},$$

with $g=0$ below the band edge. The acoustic rate $1/\tau_a=c_ag$ adds emission and absorption in equipartition. $D$ is an effective value that includes the number of final valleys.

## From the Boltzmann equation to a flux in energy

The steady equation is $(eF/\hbar)\,\partial f/\partial k_z=C[f]$. With $\mu=\cos\theta$,

$$\frac{\partial f}{\partial k_z}=\mu\frac{df_0}{dk}+\mu^2\frac{df_1}{dk}+(1-\mu^2)\frac{f_1}{k}.$$

Isotropic scattering returns electrons without directional memory, so the first harmonic only decays, at the total rate $1/\tau$. Projection on $\mu$, with $d/dk=\hbar v\,d/dE$, gives

$$f_1=-eFv\tau f_0',\qquad f_0'=df_0/dE.$$

The average over angles, with $\langle\mu^2\rangle=1/3$, is

$$\frac{eF}{\hbar}\left(\frac13\frac{df_1}{dk}+\frac{2f_1}{3k}\right)=\frac{eF}{3\hbar k^2}\frac{d(k^2f_1)}{dk}=C_0.$$

Multiplying by $g$ and using $gv=k^2/2\pi^2\hbar$ turns the left side into a derivative:

$$\frac{dJ_F}{dE}=gC_0,\qquad J_F=\frac{eF}{3}gvf_1=-gD_Ff_0',\qquad D_F=\frac{e^2F^2v^2\tau}{3}.$$

The field thus causes diffusion in energy.

**Optical phonons.** The net downward rate from $E+\hbar\omega$ to $E$ is

$$Q(E)=c_og(E)g(E+\hbar\omega)\left[(n_0+1)f_0(E+\hbar\omega)-n_0f_0(E)\right].$$

An electron at $E$ is linked to the level above and the level below, so $gC_0^{\rm opt}=Q(E)-Q(E-\hbar\omega)$. Since $n_0/(n_0+1)=e^{-\hbar\omega/kT}$, a Maxwellian makes $Q$ vanish at every energy.

**Acoustic phonons.** For scattering through an angle $\chi$ the wave vector transfer obeys $q^2=2k^2(1-\cos\chi)$, whose isotropic average is $2k^2$. Half the mean square energy change per unit time is

$$D_E=\frac{(\hbar u)^2\,2k^2}{2\tau_a}=\frac{\hbar^2u^2k^2}{\tau_a}.$$

The flux must vanish for a Maxwellian, which fixes the drift: $J_a=-gD_E(f_0'+f_0/kT)$. In terms of the population density $gf_0$ and for $\alpha=0$, where $D_E\propto E^{3/2}$, the mean energy drift is $D_E'+D_Eg'/g-D_E/kT=D_E(2/E-1/kT)$. At 0.1 eV this gives $-1.942\times10^9$ eV/s, against $-1.928\times10^9$ eV/s from golden-rule integrals with finite phonon energy. The scattering rate and $D_E$ agree with those integrals to 1%.

With $J=J_F+J_a$ the equation to solve is

$$\frac{dJ}{dE}=Q(E)-Q(E-\hbar\omega),\qquad J(0)=0.$$

Integration from zero gives $J(E)=\int_{E-\hbar\omega}^{E}Q\,dE'$: the upward flux through $E$ equals the net number of phonon jumps crossing $E$ downwards. Summing over a ladder $s+j\hbar\omega$ covers each jump once, so

$$\sum_jJ(s+j\hbar\omega)=R=\int_0^\infty Q\,dE,$$

the net emission rate, for every $s$. Hence $\int J\,dE=\hbar\omega R$. For $\int gf_0\,dE=1$ the drift velocity is $v_d=\frac13\int gvf_1\,dE$, and therefore

$$eFv_d=\int J_F\,dE=\hbar\omega R+\int gD_E\left(f_0'+\frac{f_0}{kT}\right)dE.$$

## Why the zero-field Maxwellian needs acoustic energy exchange

Suppose acoustic scattering is strictly elastic, $D_E=0$. At $F=0$ the flux vanishes, so $Q(E)=Q(E-\hbar\omega)$; starting from the band edge, $Q=0$ throughout. This fixes only the ratio of $f_0$ at energies one quantum apart:

$$f_0(E)=e^{-E/kT}p(E),\qquad p(E+\hbar\omega)=p(E),$$

with $p$ otherwise arbitrary. On a grid with $N$ cells per quantum there are $N$ independent solutions. For $N=6$, diagonalization finds six null vectors without acoustic exchange and one with it.

A vanishing field does select one $p$, but not a constant. To leading order in $F^2$, insert $f_0=e^{-E/kT}p$ into the ladder sum:

$$-A(s)\left(p'-\frac p{kT}\right)=R,\qquad A(s)=\sum_j\left[gD_Fe^{-E/kT}\right]_{E=s+j\hbar\omega}.$$

Multiplication by $e^{-s/kT}/A$ makes this $(pe^{-s/kT})'=-Re^{-s/kT}/A$. Let $I(s)=\int_0^se^{-s'/kT}ds'/A(s')$. Periodicity fixes $R$, and

$$p(s)=p(0)\,e^{s/kT}\left[1-\left(1-e^{-\hbar\omega/kT}\right)\frac{I(s)}{I(\hbar\omega)}\right].$$

A constant $p$ would require a constant $A$. For the parameters below, $p$ varies by a factor 1.20 within one quantum. The grid solution at 1 V/cm follows this formula to 0.15% over the first three quanta.

With $D_E>0$ the Maxwellian is the unique zero-field state, and it is approached when $D_F\ll D_E$ at thermal energies. In the example the two are equal at $E=kT$ for $F=644$ V/cm. Below that scale $f_0'=-f_0/kT$ gives the mobility $e\langle v^2\tau\rangle/3kT$. Quadrature yields 1256 cm²/Vs and the grid solution at 10 V/cm yields 1258. Without acoustic exchange the weak-field value is 1236 from the formula for $p$ (1237 on the grid with $N=48$), so the mobility barely reveals the wrong distribution.

## The grid and its transition rates

Take $h=\hbar\omega/N$ with integer $N$, edges $E_i=ih$, and cells $i=0,\dots,M-1$ between $E_i$ and $E_{i+1}$. Since $g\,dE=k^2dk/2\pi^2$, the cell average of $g$ and the cell population are

$$G_i=\frac{k^3(E_{i+1})-k^3(E_i)}{6\pi^2h},\qquad P_i=hG_if_i.$$

At the face between $i$ and $i+1$ write $J=-K(f_0'+\beta f_0)$, with

$$K=g(D_F+D_E),\qquad \beta=\frac{D_E}{(D_F+D_E)kT},\qquad x=\beta h.$$

For constant $J,K,\beta$ between cell centres, $f_0+J/K\beta$ decays as $e^{-\beta E}$. Thus $f_{i+1}+J/K\beta=e^{-x}(f_i+J/K\beta)$, and solving for $J$,

$$J=\frac Kh\left[b(x)f_i-e^xb(x)f_{i+1}\right],\qquad b(x)=\frac{x}{e^x-1},\quad b(0)=1.$$

Substituting $f_i=P_i/hG_i$ gives the rates $W_{ij}$ from cell $i$ to cell $j$:

$$W_{i,i+1}=\frac{Kb}{h^2G_i},\qquad W_{i+1,i}=\frac{Ke^xb}{h^2G_{i+1}},$$
$$W_{i,i+N}=c_on_0G_{i+N},\qquad W_{i+N,i}=c_o(n_0+1)G_i.$$

Links beyond the top cell are omitted, which makes the top reflecting.

**Conservation.** In $\dot P_i=\sum_j(P_jW_{ji}-P_iW_{ij})$ each term appears once as a gain and once as a loss, so $\sum_i\dot P_i=0$ for any field and any $h$.

**Detailed balance.** At $F=0$, $x=h/kT$. The face links balance if $f_{i+1}=e^{-h/kT}f_i$, and the phonon links balance if $f_{i+N}=e^{-\hbar\omega/kT}f_i$. Both hold together because $Nh=\hbar\omega$. The cell-centre Maxwellian is then a solution at finite $h$, without discretization error. The computed one deviates by at most $2\times10^{-14}$, relative to each cell's own value, although $f_0$ falls by some 40 decades up to 2.4 eV.

A central difference for $J$ would give $f_{i+1}/f_i=(1-x/2)/(1+x/2)$, whose logarithm is $-(x+x^3/12+\dots)$. At $h=2.5$ meV and 300 K, $x=0.097$. The mismatch with the phonon links is then $24x^3/12\approx0.2\%$ per quantum. Around a closed loop of 24 faces and one phonon jump, the products of forward and backward rates differ by this amount, so detailed balance cannot hold exactly.

## Elimination without subtraction

Balance of the top cell $s$ reads $P_sS=\sum_{i<s}P_iW_{is}$, with $S=\sum_{j<s}W_{sj}$. Inserting $P_s$ into the balance of the lower cells leaves a chain of the same form with

$$W_{ij}\to W_{ij}+\frac{W_{is}W_{sj}}{S}.$$

An electron that visits $s$ is counted as going directly to where it next lands. Repeating this down to cell 1 and then building the populations upwards gives the stationary state.

```
build W from K, b, G, n0          # no diagonal needed
for s = M-1 down to 1:
    lo = max(0, s-N)
    S = sum of W[s, lo..s-1]
    if S == 0: stop, chain is disconnected
    W[lo..s-1, s] /= S
    for i, j in lo..s-1:
        W[i,j] += W[i,s] * W[s,j]
P[0] = 1
for s = 1 to M-1:
    P[s] = sum over i = lo..s-1 of P[i] * W[i,s]
normalize P;  f[i] = P[i] / (h G[i])
```

In the last loop `lo` is again `max(0, s-N)`. Diagonal entries altered by the update are never read. The elimination adds, multiplies and divides nonnegative numbers, so no cancellation can spoil the small populations of the tail. Compute $e^x-1$ with a function that is accurate at small $x$.

**Cost.** New links join cells less than $N$ apart, so the band does not widen. The work is about $MN^2$ multiply-adds, here $960\times24^2\approx5.5\times10^5$. At a fixed top energy, doubling $N$ multiplies it by eight. Band storage needs $M(2N+1)\approx4.7\times10^4$ numbers, against $9.2\times10^5$ for the full array.

**Stability.** The steady solution needs no time step or iteration. If the same rates are used for slow transients, with $f_1$ following $f_0$ instantaneously, an explicit step keeps populations nonnegative when $\Delta t\le1/\max_i\sum_jW_{ij}$. An implicit Euler step has no such limit. If $\mathcal L$ is the generator, $(1-\Delta t\mathcal L)^{-1}=\int_0^\infty e^{-t/\Delta t}e^{t\mathcal L}dt/\Delta t$, which is a positive average of evolutions that conserve number and sign. As a test of the elimination, a 120-cell chain at 100 kV/cm was evolved with the matrix exponential from one occupied cell. After 0.1 ps the number had changed by $5\times10^{-14}$, and after 50 ps each population agreed with the eliminated one to within $10^{-6}$ of the total.

## Failure modes

- **Disconnected ladders.** With $F=0$ and $D_E=0$, elimination reaches $S=0$ among the lowest $N$ cells. A tiny field removes the error message but gives the non-Maxwellian limit derived above.
- **Rounded phonon jump.** If $\hbar\omega/h=10.4$ and the jump is rounded to 10 cells, the phonon links impose the factor $e^{-\hbar\omega/kT}$ over too short an energy. Where they dominate, the tail has temperature $T\times10/10.4=288.5$ K instead of 300 K; the computed tail has 289.0 K. Particles are still conserved, so a number check misses this fault. If the energy must be rounded, compute $n_0$ from $Nh$ as well: this restores equilibrium at $T$, at the price of a slightly shifted phonon energy.
- **Several branches.** Each phonon energy must be an integer multiple of the same $h$, and the band is set by the largest.
- **Low top edge.** Reflection conserves particles but distorts a populated top. Raise the top until the wanted averages stop changing.

## Worked example: 0.1 MV/cm in a silicon-like band

The rough silicon-like parameters are $m=0.328\,m_0$, $\alpha=0.5$ eV⁻¹, $\hbar\omega=60$ meV, $D=1.2\times10^9$ eV/cm, $\Xi=9$ eV, $u=9\times10^5$ cm/s, $\rho=2.33$ g/cm³ and $T=300$ K. With $N=24$ and 40 quanta, $h=2.5$ meV and the top is 2.4 eV.

| $F$ (kV/cm) | mean energy (eV) | $v_d$ ($10^7$ cm/s) | fraction above 1 eV |
|---|---|---|---|
| 1 | 0.041 | 0.12 | $3\times10^{-16}$ |
| 10 | 0.063 | 0.68 | $6\times10^{-15}$ |
| 30 | 0.124 | 0.95 | $2\times10^{-10}$ |
| 100 | 0.344 | 0.97 | $1.6\times10^{-3}$ |
| 200 | 0.586 | 0.91 | $0.096$ |

From 30 to 200 kV/cm the velocity stays near $10^7$ cm/s, with a maximum of about $0.99\times10^7$ cm/s between 50 and 70 kV/cm and a slow fall beyond it (a feature of this model; the measured velocity in silicon at room temperature saturates without such a fall), while the mean energy keeps rising. At 100 kV/cm the mean energy is the same to five decimals in eV for $N=12$, 24 and 48.

The energy balance at this field can be followed per electron. Optical emission at $1.775\times10^{13}$ s⁻¹ exceeds absorption at $0.237\times10^{13}$ s⁻¹ by $R=1.538\times10^{13}$ s⁻¹. The optical loss is $0.060\times1.538\times10^{13}=9.23\times10^{11}$ eV/s. Acoustic phonons take $0.51\times10^{11}$ eV/s, or 5%. Up to rounding, the sum equals the field power, $10^5\times0.973\times10^7=9.73\times10^{11}$ eV/s.

**Truncation.** Monte Carlo trajectories with the same rates, but elastic acoustic scattering, need no angular expansion. At 100 kV/cm the two-term solution with the same elastic setting gives 0.353 eV against 0.348 eV, and $0.948$ against $0.931\times10^7$ cm/s. It is thus 2% high in both. Its population above 0.8 eV is 14% low, so the tail suffers more than the averages. The deficit grows with energy: the table's fraction above 1 eV at 100 kV/cm is low by about 35% compared with a treatment without angular expansion that keeps the same acoustic energy exchange. With acoustic scattering strengthened twentyfold, at 200 kV/cm, the energies agree within the statistical error of 0.3% and the velocities differ by 1%, or 2.6 standard errors. Much of this difference is sampling noise; the truncation error itself is a few tenths of a per cent there.

## Relation to real silicon devices

A low-field mobility near 1400 cm²/Vs and a saturated velocity near $10^7$ cm/s are rough values for electrons in lightly doped silicon at room temperature; the model lies close to both. A field of 0.1 MV/cm is reached near a transistor drain; peak fields in short devices are often several times larger, beyond the range of this model. The homogeneous result does not apply if that region is short. The excess energy divided by the force is $(0.344-0.040)\ \text{eV}/(10^5\ \text{eV/cm})=30$ nm. Over a 20 nm region the field supplies 0.2 eV, so electrons entering at thermal energy reach roughly 0.24 eV before losses, not 0.34 eV.

The anisotropic mass also changes the averages. For a field along ⟨111⟩ all six valleys are equivalent. Scaling each momentum component by $\sqrt{m_d/m_i}$ makes a valley spherical with mass $m_d=0.328\,m_0$. The scaled force and the velocity along the field each gain a factor $\sqrt{m_d/m_c}=1.12$, where $m_c=0.260\,m_0$ is the conductivity mass. If the scattering is kept isotropic in the scaled momentum and the acoustic energy exchange is left unchanged, the mean energy rises by 10% to 0.378 eV and the velocity by 11% to $1.08\times10^7$ cm/s. The anisotropic masses also raise the mean $q^2$ at a given energy, by a factor 1.38; the stronger acoustic exchange lowers the energy and raises the velocity by about 1% each. The low-field mobility rises by the larger factor $m_d/m_c=1.26$, to about 1590 cm²/Vs, so its agreement with silicon is only rough.

Other effects are smaller or limit the use of the result:

- At $10^{18}$ cm⁻³ the lowest cell has occupation 0.03 at zero field and 0.0006 at 100 kV/cm, so degeneracy is weak.
- Impact ionization takes a negligible share of the power at 100 kV/cm. A rough threshold law gives $4\times10^{-9}$ with the computed distribution, but this depends on a far tail that the two-term truncation and the Kane band do not describe reliably. It can be wrong by orders of magnitude and is no estimate of the ionization rate in silicon. At 200 kV/cm empirical ionization coefficients are of order $10^3$ cm⁻¹ and take roughly 1% of the power. That field is not far below avalanche breakdown of lightly doped silicon, near 0.3 MV/cm.
- Collision broadening, $\hbar/\tau=19$ meV at the mean energy, is a third of the phonon energy, so sharp phonon thresholds are an idealization.
- The Kane band is unreliable above about 1 eV, where 10% of the electrons lie at 200 kV/cm. Injection over the oxide barrier, roughly 3 eV high, needs a full band structure.

Ionized-impurity scattering, which is important at high doping, electron-electron scattering, further phonon branches and confinement at the oxide interface are left out, and their size is not estimated here. The full numerical output follows.

## Calculated quantities

```
T = 300 K, kT = 25.852 meV, phonon 60 meV, n = 0.1089
masses/m0: ml 0.98, mt 0.19, density 0.3283, conductivity 0.2598
alpha = 0.5 1/eV, optical coupling = 1.2e+09 eV/cm
acoustic potential 9.0 eV, u = 9.0e+05 cm/s, density 2.33 g/cm3
grid: h = 2.50 meV, N = 24, cells = 960, top = 2.40 eV
acoustic test at 0.1 eV, golden rule / quasi-elastic:
  rate 3.426e+12 / 3.438e+12 1/s
  energy drift -1.928e+09 / -1.942e+09 eV/s
  energy diffusion 1.030e+08 / 1.039e+08 eV2/s
zero field: largest relative error of Maxwellian 1.9e-14
zero field: largest relative pair imbalance 2.9e-15
zero-field mean energy = 39.98 meV
null vectors, N = 6: elastic acoustic 6, inelastic 1
weak-field ladder factor: max/min = 1.196, chain-formula error 1.5e-03
rounded jump 10 for ratio 10.4: tail T = 288.96 K, expected 288.46 K
low-field mobility: chain 1257.7, thermal average 1256.1 cm2/Vs
mobility without acoustic energy exchange = 1237.0 cm2/Vs
field diffusion equals acoustic diffusion at E = kT: F = 644 V/cm
time evolution: particle number error after 0.1 ps = 4.7e-14
field kV/cm | mean energy eV | drift velocity 1e7 cm/s | fraction above 1 eV
      1 | 0.0412 | 0.1211 | 2.85e-16
     10 | 0.0631 | 0.6845 | 6.46e-15
     30 | 0.1236 | 0.9496 | 2.45e-10
    100 | 0.3439 | 0.9734 | 1.57e-03
    200 | 0.5862 | 0.9102 | 9.57e-02
Main case: 100 kV/cm = 0.1 MV/cm
mean energy, N = 12, 24, 48: 0.34391, 0.34391, 0.34391 eV
optical emission 1.775e+13, absorption 2.370e+12 1/s
ladder flux sum: min 1.53755e+13, max 1.53755e+13 1/s
field power 9.7339e+11, optical loss 9.2253e+11, acoustic loss 5.086e+10 eV/s
Strong elastic test (acoustic x20, 200 kV/cm), two-term / trajectories:
  energy 0.2760 / 0.2756 +- 0.0009 eV
  velocity 0.3644 / 0.3608 +- 0.0014 1e7 cm/s
Main case, elastic acoustic, two-term / trajectories:
  energy 0.3529 / 0.3475 +- 0.0005 eV
  velocity 0.9484 / 0.9306 +- 0.0014 1e7 cm/s
  fraction above 0.8 eV 2.369e-02 / 2.744e-02
anisotropic mass, field along <111>: energy 0.3783 eV, velocity 1.0841 1e7 cm/s
lowest-cell occupation at 1e18 cm^-3: 0.0321 (zero field), 0.00056 (main)
rough impact ionization: mean rate 3.06e+03 1/s, power share 4.3e-09
collision broadening hbar x rate at mean energy = 19.3 meV
energy relaxation length = 30.4 nm
```
